Why thick buried oxide raises dopant-induced threshold variance from one third to one

**What goes wrong**

Carry the bulk-transistor factor of one third over to a fully depleted doped film on thick buried oxide, and the predicted threshold spread is too small by a factor of nearly √3. For the 500 nm × 500 nm gate treated below, it gives 2.9 mV where the film electrostatics, with source and drain effects left out, gives 5.0 mV. A matching budget built on the smaller number understates the dopant spread even if the doping and the oxide are perfectly controlled on average.

The factor measures how strongly the gate feels a dopant at each depth. In bulk silicon, mobile holes at the depletion edge answer part of a deep dopant's charge. In a depleted film on thick oxide nothing behind the dopant can do so, and the gate must answer nearly all of it. This requires the back surface to be depleted too: thick oxide alone is not enough.

**Conventions**

The film is p-type, of thickness t, permittivity ε_s and mean acceptor density N. Depth x runs from the front surface. The front oxide has capacitance C per area, the buried oxide thickness b and permittivity ε_ox, and the gate area is A. The potential ψ is zero in neutral film, and the back-gate voltage V_B is measured from back flat band and held fixed.

Threshold is the gate voltage V_T at which the area-averaged front surface potential reaches a fixed value ψ_s. The electron charge at that point is neglected. Let D_0 be the electric displacement entering the film from the gate. The oxide drop is D_0/C, so

V_T = V_FB + ψ_s + D_0/C.

With V_FB and ψ_s fixed, a dopant changes V_T only by changing D_0.

**How one dopant divides its flux**

Add a sheet of δn acceptors per area at depth x. Its charge is −qδn, and it lowers the local potential by some amount u. The front surface and the back gate are both held at fixed potential, so the extra displacement arriving at the sheet from the two sides is

front: ε_s u/x,

back: u/[(t − x)/ε_s + b/ε_ox].

No mobile charge responds in a depleted film, so Gauss's law makes the two add up to qδn. Define the silicon-equivalent distance from front surface to back gate,

T = t + b ε_s/ε_ox.

The back term is then ε_s u/(T − x). The front share is

w(x) = (1/x)/[1/x + 1/(T − x)] = (T − x)/T = 1 − x/T.

The threshold shift is +q w δn/C; extra acceptors raise it.

As b grows, T grows without limit and w tends to one at every depth. Depth has not lost all effect. With the whole flux coming from the front, u = qδn x/ε_s, and since no extra field exists behind the sheet, the back surface potential falls by this same amount. A deeper dopant disturbs the back potential more, but the gate voltage equally.

The result also holds for point dopants under a gate wide enough to collect their flux. Moving a point charge sideways does not change its total front flux, so averaging over lateral positions turns it into a sheet with the same share w.

**From weights to variance**

One dopant at depth x shifts V_T by q w(x)/(CA). Dopants placed independently have Poisson counts: a layer of thickness dx holds NA dx on average, with variance NA dx. Independent layers add their variances:

var V_T = [q/(CA)]² ∫₀ᵗ NA w² dx = F q²Nt/(C²A),

F = (1/t) ∫₀ᵗ (1 − x/T)² dx.

Expanding the square gives 1 − 2x/T + x²/T². Integrating term by term and writing r = t/T,

F = 1 − r + r²/3.

Two limits follow. A very thick buried oxide has r → 0 and F → 1. A back surface held at fixed potential has b → 0, r = 1 and F = 1/3. For F to be about 0.9 or more, r should not exceed 0.1, which means b ≥ 9t ε_ox/ε_s. With silicon and silicon dioxide, whose permittivity ratio is 3, this is b ≥ 3t.

**Why a bulk-like body gives one third**

If the film is thicker than its depletion width W, neutral material remains behind the depletion edge. In the depletion approximation both potential and field vanish at that edge, and integrating Poisson's equation twice gives

ψ_s = (q/ε_s) ∫₀ᵂ x n(x) dx,

where n(x) is the acceptor density. Adding δn at depth x while holding ψ_s fixed requires

x δn + W N δW = 0, so δW = −x δn/(NW).

The edge retreats towards the front. The depletion charge per area, divided by q, changes by

δn + N δW = δn(1 − x/W).

Holes have neutralised the fraction x/W. With dopants counted in the depletion layer, the average of (1 − x/W)² is 1/3.

A Poisson solution with holes, for a 150 nm film at the example's doping, gives 0.335. Here W is 61 nm, from W² = 2ε_s(ψ_s − kT/q)/(qN); the small subtraction allows for the gradual hole edge. For a dopant at 30.5 nm, half the depletion width, the front supplies 0.500 of the charge and the holes 0.500. The buried oxide is still 400 nm thick. What has changed is the presence of holes.

**How large the effect is**

The example uses a 40 nm film with N = 3×10¹⁷ cm⁻³, a 5 nm front oxide, a 400 nm buried oxide and a temperature of 300 K. The fixed surface potential is 0.890 V. At V_B = 0 the back surface sits at 0.502 V, about 19 thermal voltages above neutral, so holes there are negligible.

The equivalent distance is T = 40 + 3×400 = 1240 nm. Hence

r = 40/1240 = 0.0323,

F = 1 − 0.0323 + 0.0003 = 0.968.

The film holds 3000 dopants on average, and at unit weight each shifts V_T by 92.8 μV. The spread is therefore

σ(F = 1) = 92.8 μV × √3000 = 5.08 mV,

σ(V_T) = 5.08 mV × √0.968 = 5.00 mV.

Multiplied by the square root of the gate area, this is 2.5 mV μm for a single device. The difference between two independent, identical devices has a spread √2 times larger.

Four thousand random dopant sets, solved with the same Poisson equation, also give F = 0.968. Their expected relative sampling error in the variance is √(2/4000), about 2%, so the closer agreement is chance. The correlation between V_T and total dopant number is 0.99996: at this criterion the threshold practically counts dopants.

**When thick oxide does not give one**

A sufficiently negative back-gate voltage draws holes to the back surface, where they hold its potential nearly fixed. To find the onset, set ψ(t) = 0, where the hole density equals N. Integrating Poisson's equation across the depleted film gives

0 = ψ_s − D_0 t/ε_s + qNt²/(2ε_s),

so D_0 = ε_s ψ_s/t + qNt/2. The displacement leaving the back is D_0 − qNt, and it produces the drop across the buried oxide:

V_B = −(b/ε_ox)[ε_s ψ_s/t − qNt/2].

To evaluate this, use ε_s/t = 0.375C, b/ε_ox = 80/C and qNt/C = 0.278 V:

V_B = −80(0.375×0.890 − 0.139) V ≈ −15.6 V.

This estimate leaves out the holes themselves. With them included, ψ(t) reaches zero at about −16.5 V, and the change in F is gradual: 0.92 at −13 V, 0.62 at −15.6 V and 0.44 at −18 V. The depleted-back formula therefore needs a margin of a few volts from the estimated onset.

At V_B = −40 V, well beyond onset, the same 4000 dopant sets give F = 0.324. The linear-response value is 0.323, and the spread falls to 2.9 mV. Both factors lie slightly below 1/3. A weight falling linearly to zero at depth d < t would give F = d/(3t), hence d ≈ 38.8 nm here; a plausible reading is that the holes act as a fixed-potential plane about 1 nm in front of the interface.

The correlation with dopant number drops to 0.856. For an ideal fixed back it would be the mean weight divided by the root-mean-square weight, (1/2)/√(1/3) = 0.866. Depth now matters as well as number.

**What to do about it**

For a depleted back, use F = 1 − r + r²/3 rather than a factor inherited from bulk devices. In the thick-oxide limit, at fixed ψ_s,

σ(V_T) = (q/C)√(Nt/A).

Lower doping, a thinner film, a larger front capacitance or a larger area reduces the spread. Moving a fixed number of dopants towards the back does not, although it would help in a bulk-like body where their weight is small.

Accumulating the back reduces the dopant spread at a price. Changing ψ_s by δψ_s changes D_0 by ε_s δψ_s/T, so the gate-voltage change per unit surface-potential change is 1 + ε_s/(CT). This is 1.01 with the depleted back. With the back pinned, T is replaced by about t and the value becomes 1.38, which weakens the subthreshold response in the same proportion. The mean threshold also rises: D_0/C is 0.285 V at V_B = 0 but 0.334 + 0.139 ≈ 0.47 V with the back pinned at ψ = 0, and slightly more in strong accumulation, where the back potential is a little negative.

**How far to trust the number for a real device**

The dimensions and doping are round values in the rough regime of older fully depleted silicon-on-insulator transistors. Later designs with nearly undoped films and thinner buried oxides need their own N and r, and dopants may not dominate their spread. Gate work-function variation, interface charge and film-thickness variation are omitted here. The last can be sized: with V_T containing qNt/C, a uniform 1 nm change in thickness shifts the threshold by 0.278 V/40 ≈ 7 mV, more than the dopant spread.

The assumption most open to question is that one average surface potential represents the channel. In the linear depleted model at fixed gate voltage, point dopants produce a local surface-potential fluctuation of 26.7 mV rms, comparable with the 25.9 mV thermal voltage. Current will then favour easier paths. The result for F describes the stated electrostatic threshold; the change in a current-defined spread has not been calculated.

A criterion of fixed electron charge also changes the weight. A dopant behind the electron layer raises the field there by about qδn/ε_s. Electrons at mean depth ⟨x⟩ then need an extra surface potential of qδn⟨x⟩/ε_s, which adds C⟨x⟩/ε_s to w. The lowest quantum level, with mass 0.92 electron masses, has ⟨x⟩ = 2.06 nm, so the addition is 2.06/15 = 0.14. Applied to every dopant, this level alone would raise σ from 5.0 to about 5.7 mV. At 300 K, however, more than half of the electrons occupy higher levels, including those of the other silicon valleys. For a (100) surface the thermal mean depth is about 3.2 nm, which makes the addition 0.21 and σ about 6.1 mV. Dopants within the electron layer would receive less. The neglected electron charge itself is about 4% of the dopant charge in a classical estimate.

Finite size matters too. For a dopant at the back interface below the gate centre, 6.0% of the flux misses a front disk of radius 250 nm. Of these 6.0 percentage points, 3.2 are the back-gate share already contained in w; the remaining 2.8 land farther out on the front plane. If flux into the buried oxide is neglected, source and drain influence decays over 35 nm, and the two end regions of that length occupy 14% of the channel. Fringing fields through a thick buried oxide can reach farther, so this is a low estimate. The formula is for channels much longer than this decay length. Even at 500 nm the ends matter. In a two-dimensional estimate, with the front surface held at fixed potential and source and drain treated as conductors as deep as the film, dopants at the back interface send on average about 15% of their flux to source and drain. F then falls from 0.97 to about 0.82, and σ from 5.0 to about 4.6 mV. Pinning the surface at every point is stricter than the threshold definition used above. With the gate acting through the front oxide and only the area-averaged surface potential held fixed, the same geometry gives F ≈ 0.89 and σ ≈ 4.8 mV, so the size of the end correction depends on the criterion.

The oxide fields are moderate: 0.57 MV/cm in front at V_B = 0, and 1.0 MV/cm in the buried oxide at −40 V, against a rough breakdown scale of 10 MV/cm for good silicon dioxide. The remaining computed values are in the numerical output.

Calculated quantities

```
Temperature: 300 K
Acceptor doping: 3e+17 cm^-3
Intrinsic density, round input: 1e+10 cm^-3
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Film thickness: 40 nm
Front oxide thickness: 5 nm
Buried oxide thickness: 400 nm
Gate width and length: 500 nm
Thermal voltage: 25.85 mV
Fixed front surface potential: 0.8902 V
Depletion width in a thick film: 61.04 nm
Debye length: 7.464 nm
Front capacitance: 0.6906 uF/cm2
Mean dopant number: 3000
Dopant charge over front capacitance: 0.2784 V
V_T shift per dopant at weight one: 92.8 uV
Back surface potential, back gate 0 V: 0.5022 V
Ratio r: 0.03226
Weight of deepest cell, depleted back: 0.9679
Factor F from law: 0.9681
Factor F from Poisson solver: 0.9681
Factor F from random dopants: 0.9681
Sigma V_T for F = 1: 5.083 mV
Sigma V_T, depleted back: 5.001 mV
Sigma V_T for F = 1/3: 2.934 mV
Matching coefficient, depleted back: 2.5 mV um
Back-accumulation onset voltage: -15.57 V
Accumulating back-gate voltage: -40 V
Factor F, accumulated back, solver: 0.3232
Factor F, accumulated back, random: 0.3241
Sigma V_T, accumulated back: 2.89 mV
Correlation V_T-number, depleted: 0.99996
Correlation V_T-number, accumulated: 0.8564
Random dopant sets: 4000
Partly depleted film thickness: 150 nm
Factor, partly depleted film: 0.3347
Probe depth in partly depleted film: 30.5 nm
Front share at probe depth: 0.5003
Hole share at probe depth: 0.4997
Largest back-gate share, partly depleted: 0.005782
Local surface-potential rms: 26.7 mV
Electron depth, classical: 1.474 nm
Electron depth, lowest quantum level: 2.064 nm
Electron mass for level, in m_e: 0.92
Lowest level above surface band edge: 56.39 meV
Extra weight, classical layer: 0.09826
Extra weight, quantum layer: 0.1376
Electron/dopant charge at threshold: 0.03533
Collection radius for back dopant: 250 nm
Flux share outside that radius: 0.06017
Source/drain decay length: 34.53 nm
Front oxide field: 0.5693 MV/cm
Silicon surface field: 0.1898 MV/cm
Buried oxide field, accumulated: 0.9976 MV/cm
```
